Line strengths of symmetric-top bands and the K-dependence of Q branches

**1. The question**

When a symmetric-top molecule absorbs infrared light, a vibrational band breaks up into lines with ΔJ = −1, 0 and +1, the P, Q and R branches. If the vibrating dipole lies along the symmetry axis, the band is called parallel and K does not change. If the dipole is normal to the axis, the band is perpendicular and K changes by one unit. Here J is the total angular momentum quantum number and K is its signed projection on the symmetry axis.

The three branches do not share the absorption equally, and the division depends on K. A parallel band has no Q line at all from K = 0, yet from K = J with large J nearly all its strength is in the Q line. The quantity K²/(J(J+1)) sets the Q share of a parallel band and, averaged over the two changes of K, that of a perpendicular band, but in opposite senses.

**2. States, dipole and assumptions**

The molecule is a rigid symmetric top whose vibrational dipole moment does not depend on J or K. With M the projection of the angular momentum on a space-fixed axis, the rotational states are

|JKM> = √((2J+1)/8π²) D^{J*}_{MK}(φ,θ,χ), (1)

where D^J_{MK} = e^{−iMφ} d^J_{MK}(θ) e^{−iKχ} is a Wigner rotation function of the Euler angles. A vector has spherical components

μ_0 = μ_z, μ_{±1} = ∓(μ_x ± iμ_y)/√2. (2)

The space-fixed components, labelled p, follow from the body-fixed ones, labelled q, by

μ_p = Σ_q D^{1*}_{pq} μ_q. (3)

The angles act on the rotational state and μ_q acts on the vibrational state, so each matrix element is a product.

For a parallel band only μ_0 has a vibrational matrix element. For a perpendicular band take a doubly degenerate mode with one-quantum states |1x> and |1y>. With the two mode coordinates suitably chosen, symmetry makes <1x|μ_x|0> = <1y|μ_y|0> = m and the cross elements zero. The part of μ_{±1}|0> in the one-quantum space is therefore

∓m(|1x> ± i|1y>)/√2 = m|l=±1>, (4)

which defines the states of vibrational angular momentum l = ±1. Each component q = ±1 thus reaches its own state l = q, with the same squared moment m². Below, |μ_q|² denotes the squared vibrational moment in either kind of band.

**3. The strength as a squared 3j symbol**

Write a 3j symbol as (a b c; α β γ). It vanishes unless α+β+γ = 0 and a, b, c satisfy the triangle condition. Coupling two rotation functions into a third, once for each lower index, gives the standard integral

∫ D^a_{αα'} D^b_{ββ'} D^c_{γγ'} dΩ = 8π² (a b c; α β γ)(a b c; α' β' γ'). (5)

The right side is real, so the same result holds when all three functions are conjugated. The bra of state (1) contains an unconjugated function, which is brought to conjugated form by

D^{J'}_{M'K'} = (−1)^{M'−K'} D^{J'*}_{−M',−K'}. (6)

Inserting (6) in the matrix element and using (5) gives

<J'K'M'|D^{1*}_{pq}|JKM>
= (−1)^{M'−K'} √((2J+1)(2J'+1)) (J' 1 J; −M' p M)(J' 1 J; −K' q K). (7)

The second 3j symbol requires K' = K+q, so a given K' selects a single q and there is no interference between dipole components.

The line strength is the squared dipole matrix element summed over M, M' and p. Orthogonality of the 3j symbols gives, for each p,

Σ_{M,M'} (J' 1 J; −M' p M)² = 1/3. (8)

The three values of p together give 1. With equally populated M states, each polarization therefore sees one third of the total strength. The total is |μ_q|² S, with the dimensionless rotational factor

S = (2J+1)(2J'+1) (J' 1 J; −K' q K)². (9)

Two properties of (9) will fix the P and R branches. First, orthogonality in the other direction reads Σ_{J'} (2J'+1)(J' 1 J; −K' q K)² = 1, so that

S_P + S_Q + S_R = 2J+1 (10)

for each initial J, K and each q. Secondly, exchanging two columns of a 3j symbol, or reversing all its lower signs, changes at most its sign. The square in (9) is therefore the same for a transition and its reverse:

S(J,K → J',K') = S(J',K' → J,K). (11)

**4. The Q branch**

For J' = J the symbol in (9) can be found from the angular momentum operator itself. In an auxiliary basis |JK> with the ordinary angular momentum matrices, the components J_0 = J_z and J_{±1} = ∓J_±/√2 form a rank-one tensor. By the Wigner–Eckart theorem,

<JK'|J_q|JK> = (−1)^{J−K'} N (J 1 J; −K' q K), (12)

with N independent of K, K' and q. This is an algebraic way to evaluate a 3j symbol. The matrices are not the body-fixed components of the molecule's angular momentum, whose commutators have the opposite sign.

To find N, square (12) and sum over K, K' and q. The squared 3j symbols sum to 1, so the right side gives N². On the left the sum is the trace of

Σ_q J_q†J_q = J_z² + (J_−J_+ + J_+J_−)/2 = **J**². (13)

This operator equals J(J+1) on each of the 2J+1 states, hence N² = J(J+1)(2J+1). Equation (9) with J' = J becomes

S_Q = (2J+1)² |<JK'|J_q|JK>|²/N² = (2J+1) |<JK'|J_q|JK>|²/(J(J+1)). (14)

For q = 0 the matrix element is K. For q = ±1 its square is (J∓K)(J±K+1)/2. With the abbreviation s = qK, the results for J ≥ 1 are

parallel: S_Q = (2J+1)K²/(J(J+1)), (15)

perpendicular: S_Q = (2J+1)(J−s)(J+s+1)/(2J(J+1)). (16)

For J = 0 the triangle condition excludes J' = 0, and there is no Q line.

**5. The P and R branches**

Let R_q(J,K), Q_q(J,K) and P_q(J,K) be the strengths of the lines that start from J, K. A P line read backwards is an R line starting from J−1, K+q with the opposite change of K. Equation (11) therefore gives

P_q(J,K) = R_{−q}(J−1,K+q), (17)

and the sum rule (10) becomes the recursion

R_q(J,K) = 2J+1 − Q_q(J,K) − R_{−q}(J−1,K+q). (18)

The last term is zero if |K+q| > J−1, because the lower J cannot carry that projection. Each use of (18) reduces J by one. The chain ends there or at J = 0, where only the R line exists and R = 1. The recursion thus has one solution, and it is enough to show that a proposed form satisfies it.

For the parallel band take

S_R = ((J+1)²−K²)/(J+1) = J+1 − K²/(J+1). (19)

Replacing J by J−1, as (17) requires, gives

S_P = J − K²/J = (J²−K²)/J. (20)

The sum of the two is

2J+1 − K²[1/J + 1/(J+1)] = 2J+1 − (2J+1)K²/(J(J+1)), (21)

which is 2J+1 − S_Q by (15). The P strength vanishes at |K| = J, as it must, and (19) gives 1 at J = K = 0.

For the perpendicular band take

S_R = (J+s+1)(J+s+2)/(2(J+1)). (22)

In (17), q changes sign and K becomes K+q, so s becomes −q(K+q) = −s−1, since q² = 1. With J replaced by J−1 as well,

S_P = (J−s)(J−s−1)/(2J). (23)

To confirm the sum rule, multiply S_R, S_Q and S_P by 2J(J+1) and expand each in powers of s:

R: J[(J+1)(J+2) + (2J+3)s + s²]
Q: (2J+1)[J(J+1) − s − s²]
P: (J+1)[J(J−1) − (2J−1)s + s²]. (24)

The coefficients of s² add to J − (2J+1) + (J+1) = 0. Those of s add to (2J²+3J) − (2J+1) − (2J²+J−1) = 0. The remaining terms are

J(J+1)[(J+2) + (2J+1) + (J−1)] = 2J(J+1)(2J+1), (25)

as required. The P line must be absent when |K+q| = |s+1| exceeds J−1. With |s| ≤ J this means s = J−1 or s = J, where (23) is indeed zero. At J = 0, (22) gives 1. This completes the set of strengths.

**6. What K²/(J(J+1)) measures**

Divide the Q strength by the total 2J+1 to obtain the Q share F of the absorption strength from one level with J ≥ 1. For the parallel band

F∥ = K²/(J(J+1)). (26)

For the perpendicular band use (J−s)(J+s+1) = J(J+1) − s(s+1) and s(s+1) = K(K+q). For ΔK = ±1 this gives

F⊥ = ½[1 − K(K±1)/(J(J+1))]. (27)

The terms linear in K cancel in the mean over the two signs:

mean F⊥ = ½[1 − K²/(J(J+1))]. (28)

A large K therefore strengthens the Q branch of a parallel band and weakens, on average, that of a perpendicular band.

The geometry is that of a vector **J** of length √(J(J+1)) whose projection on the top axis is K. The angle α between them has cos α = K/√(J(J+1)), so F∥ = cos²α. Classically the axis precesses about **J**. The component of an axial dipole along **J** stays constant during this motion and corresponds to ΔJ = 0. The component normal to **J** turns with the precession and feeds P and R. For a unit dipole normal to the axis, the component along **J** is sin α cos ψ, where ψ is the angle of rotation about the axis. Its mean square is ½ sin²α, in agreement with (28).

The extremes follow directly. At K = 0 and J ≥ 1 the axis is normal to **J**: the parallel Q line vanishes and the perpendicular Q share is ½. At K = J the parallel share is J/(J+1), which approaches 1 at large J. At fixed K and growing J, the parallel share falls as K²/J².

At large J with c = s/J held fixed, the perpendicular strengths (22), (16) and (23) give the shares

R: (1+c)²/4, Q: (1−c²)/2, P: (1−c)²/4. (29)

When the change of K increases |K| (c > 0), R is favoured over P. When it decreases |K|, P is favoured.

**7. From strength to intensity**

The integrated absorption of a line is proportional to

ν̃ g e^{−E/kT} (1 − e^{−hcν̃/kT}) |μ_q|² S, (30)

where ν̃ is the line wavenumber, E the energy of the lower level and g its nuclear-spin weight. The factor S already contains the sum over M, so no further factor 2J+1 belongs in (30). Equation (30) refers to one signed K and one q. The transitions from K with q and from −K with −q have the same wavenumber and the same S. An observed line of a parallel band therefore carries 2S for K ≠ 0 but only S for K = 0, and an observed line of a perpendicular band carries 2S for every K. The P, Q and R lines from one level with the same q share g, the Boltzmann factor and |μ_q|². Their intensities are in the ratio of their S values, apart from the small change of the ν̃-dependent factors across the band.

The observed height of a Q branch also depends on how its lines overlap. If the rotational constants are the same in both vibrational states, all Q lines of a parallel band coincide, while successive R lines, like successive P lines, are 2B apart. A parallel Q branch can then be a tall feature while holding a modest share of the integrated absorption.

**8. Thermal average over levels**

Let A be the rotational constant about the symmetry axis and B that about a normal axis, both in cm⁻¹. The lower levels are

E/hc = BJ(J+1) + (A−B)K². (31)

With spin weights and the ν̃-dependent factors left out, the Q share f of a whole parallel band is the average of (26), taken as zero for J = 0, with weight (2J+1)e^{−E/kT}. If A and B are both much smaller than kT/hc, the sums become integrals. Put K = cJ, so that dK = J dc, and define

a = hcB/kT, β = A/B − 1. (32)

At large J, the weight 2J dJ dK e^{−E/kT} becomes 2J² e^{−aJ²(1+βc²)} dJ dc. Since ∫_0^∞ J² e^{−gJ²} dJ is proportional to g^{−3/2}, the integral over J leaves

f = ∫_0^1 c²(1+βc²)^{−3/2} dc / ∫_0^1 (1+βc²)^{−3/2} dc. (33)

The temperature has cancelled. The denominator is 1/√(1+β), because the derivative of c/√(1+βc²) is (1+βc²)^{−3/2}. In the numerator write

c²(1+βc²)^{−3/2} = [(1+βc²)^{−1/2} − (1+βc²)^{−3/2}]/β. (34)

For β > 0 the first term integrates to asinh(√β)/√β. Dividing by the denominator gives

f = √(1+β) asinh(√β)/β^{3/2} − 1/β. (35)

For an oblate top β = −b is negative, the first integral is asin(√b)/√b, and

f = 1/b − √(1−b) asin(√b)/b^{3/2}. (36)

At β = 0, (33) gives f = 1/3, the average of cos²α over random directions. A strongly prolate top has large β, and (35) tends to [ln(2√β) − 1]/β, which goes to zero. Rotation about the axis then costs much energy, K stays small compared with J, and **J** is mostly normal to the axis. At the other end, a rigid planar top has A = B/2, because its moment of inertia about the axis is the sum of the two equal moments in the plane. Then b = ½ and f = 2 − π/2 ≈ 0.429.

For a perpendicular band, average (28) over the levels. The level J = 0, with population p₀, has no Q line, so

f⊥ = (1 − p₀ − f)/2. (37)

In the classical limit p₀ is negligible.

**9. Numbers**

Take J = 10 and K = 5, for which J(J+1) = 110 and the total strength is 21. In the parallel band

S_P = (100−25)/10 = 7.50
S_Q = 21 × 25/110 = 4.77
S_R = (121−25)/11 = 8.73.

The Q share is 25/110 = 0.227. In the perpendicular band with ΔK = +1, s = 5 and

S_P = 5 × 4/20 = 1.00
S_Q = 21 × 5 × 16/220 = 7.64
S_R = 16 × 17/22 = 12.36.

With ΔK = −1 the P, Q and R strengths are 10.50, 8.59 and 1.91. The preference for R has turned into one for P, as (29) indicates. The two Q shares, 0.364 and 0.409, have the mean 0.386 = ½(1−0.227).

At the same J = 10, the parallel Q share rises from 0 at K = 0 to 0.909 at K = 10, while the mean perpendicular share falls from 0.500 to 0.045. At fixed K = 2 the parallel share is 0.667, 0.133, 0.036 and 0.010 for J = 2, 5, 10 and 20.

For a thermal band consider a model prolate top with A = 5 cm⁻¹ and B = 0.5 cm⁻¹ at 300 K, where kT/hc = 208.5 cm⁻¹. Here β = 9, and (35) gives

f = √10 × asinh(3)/27 − 1/9 = 0.2130 − 0.1111 = 0.1019.

Direct summation over the quantum levels up to J = 400 gives 0.1021. The difference, 2.3×10⁻⁴, drops to 6.6×10⁻⁵ at 1200 K, as expected of a formula that holds for high temperature.

The summed shares, in the order P, Q, R, are:

- Prolate, parallel: 0.4279, 0.1021, 0.4700
- Prolate, perpendicular: 0.2497, 0.4488, 0.3014
- Oblate, parallel: 0.2685, 0.4290, 0.3025
- Oblate, perpendicular: 0.3414, 0.2855, 0.3731

The oblate model has A = 0.25 cm⁻¹ and the same B and temperature, which is the planar case. Going from prolate to oblate raises the parallel Q share about fourfold and lowers the perpendicular one, because **J** now lies closer to the axis.

These are shares of the thermally weighted S, without the ν̃-dependent factors of (30). Those factors hardly move the Q share, but they favour R over P by an amount comparable to the difference in the table: for the prolate parallel band, R − P grows from 0.042 to 0.060 if the band centre is at 1000 cm⁻¹ and to 0.085 if it is at 500 cm⁻¹, while the Q share changes by at most 0.0002.

In each row R exceeds P. For the parallel band, subtracting (20) from (19) gives

S_R − S_P = 1 + K²/(J(J+1)), (38)

which is positive for every level with J ≥ 1; from J = 0 there is an R line and no P line. For the perpendicular band the mean of S_R − S_P over ΔK = ±1 is ½[3 − K²/(J(J+1))], also positive.

**10. Where the result fails**

The strengths rest on pure K states and on a vibrational moment common to all lines. Vibration–rotation interaction can make the moment depend on J and K, which shifts strength between P and R in particular. Coriolis coupling to a nearby vibrational state, or an asymmetry of the molecule, mixes states of different character. Amplitudes then add before they are squared, and the sharing can depart from (26) and (27). Strong light that saturates the transition, or an unequal population of the M states, invalidates the use of (8) for each polarization. Nuclear-spin weights leave the ratios from a single level unchanged, but they alter the weights in the thermal average and hence can change f.

Numbers in the example were calculated in double precision.
